# Counting Eigenvalues Below an Energy with the Löwdin-Partitioned Effective Hamiltonian

A four-orbital Hamiltonian, reduced to two orbitals by Löwdin partitioning, gives an effective matrix whose eigenvalues, measured from the energy $E$, are $-90.4$ and $-3.3$ eV at $E=2.99$ eV. At $E=3.01$ eV they are $-3.4$ and $+87.6$ eV. One negative eigenvalue has disappeared within $0.02$ eV, yet the full Hamiltonian has three eigenvalues below $E$ at both energies. If negative eigenvalues of the reduced matrix count states, something else must have made up the loss.

The full matrix, in eV and in the orbital order $a_1,a_2,b_1,b_2$, is

$$H=\begin{pmatrix}-1&0.3&1&0.5\\0.3&2&0.5&0.8\\1&0.5&-3&0\\0.5&0.8&0&3\end{pmatrix}.$$

Its eigenvalues are $-3.4457$, $-0.6969$, $1.6023$ and $3.5404$ eV. The orbitals $a_1,a_2$ are kept and $b_1,b_2$ are eliminated. The parameters are round numbers and stand for no particular material.

In general, let $H$ be a finite Hermitian matrix in an orthonormal basis, divided into a kept set $A$ of $n_A$ orbitals and an eliminated set $B$. An eigenvector has components $(a,\beta)$ on the two sets and obeys

$$H_{AA}a+H_{AB}\beta=Ea,\qquad H_{BA}a+H_{BB}\beta=E\beta .$$

If $E$ is not an eigenvalue of $H_{BB}$, the second equation gives $\beta=(E-H_{BB})^{-1}H_{BA}a$. The first then becomes $H_{\rm eff}(E)a=Ea$, with

$$H_{\rm eff}(E)=H_{AA}+H_{AB}(E-H_{BB})^{-1}H_{BA}.$$

For real $E$ this matrix is Hermitian, because $H_{AB}=H_{BA}^\dagger$. The elimination locates eigenvalues of $H$ as solutions of a nonlinear problem, but does not yet say how many lie below a given energy.

Write $N(M;E)$ for the number of eigenvalues of a Hermitian matrix $M$ strictly below $E$, and $n_-(M)=N(M;0)$ for the number of negative ones, both counted with multiplicity. The statement to be proved is

$$N(H;E)=N(H_{BB};E)+n_-\big(H_{\rm eff}(E)-E\big),\qquad E\notin{\rm spec}(H_{BB}).$$

No assumption of weak coupling is made. The energy $E$ may itself be an eigenvalue of $H$; it must not be one of $H_{BB}$.

Subtracting $E$ from a matrix shifts all its eigenvalues by $-E$, so $N(H;E)=n_-(H-E)$. The task is to count negative eigenvalues of a block matrix, and for this a description of $n_-$ that does not refer to eigenvectors is useful. Call a subspace negative for $M$ if $v^\dagger Mv<0$ for every nonzero $v$ in it. Then $n_-(M)$ is the largest dimension of a negative subspace. To see this, expand $v$ in orthonormal eigenvectors of $M$ with eigenvalues $\mu_i$ and coefficients $c_i$, so that

$$v^\dagger Mv=\sum_i\mu_i|c_i|^2 .$$

The span of the eigenvectors with $\mu_i<0$ is negative and has dimension $n_-(M)$. Suppose a negative subspace $W$ had larger dimension. The eigenvectors with $\mu_i\ge0$ span a space of dimension $n-n_-(M)$, where $n$ is the size of $M$. The two dimensions would add to more than $n$, so the spaces would share a nonzero vector. On that vector $v^\dagger Mv$ would be negative, because it lies in $W$, and non-negative, because it has only coefficients with $\mu_i\ge0$. This is impossible.

Sylvester's law of inertia follows. Let $X$ be invertible. Since

$$v^\dagger(X^\dagger MX)v=(Xv)^\dagger M(Xv),$$

the map $v\mapsto Xv$ carries each negative subspace of $X^\dagger MX$ to a negative subspace of $M$ of the same dimension, and $X^{-1}$ carries them back. The largest dimensions agree:

$$n_-(X^\dagger MX)=n_-(M).$$

The kernels have equal dimension too, because $X^\dagger$ is invertible and $X^\dagger MXv=0$ therefore means $M(Xv)=0$. The eigenvalues themselves generally change under this transformation; their signs are what survives.

It remains to find a transformation that removes the coupling between $A$ and $B$. Put $G=H_{BB}-E$, which is invertible by assumption, and $C=H_{AB}$. Define

$$L=\begin{pmatrix}1&CG^{-1}\\0&1\end{pmatrix},\qquad D=\begin{pmatrix}S&0\\0&G\end{pmatrix},$$

with $S$ still to be chosen. Since $G$ is Hermitian, the lower left block of $L^\dagger$ is $G^{-1}C^\dagger$. Multiplying from the right first, and using $GG^{-1}C^\dagger=C^\dagger$, gives

$$DL^\dagger=\begin{pmatrix}S&0\\C^\dagger&G\end{pmatrix},\qquad LDL^\dagger=\begin{pmatrix}S+CG^{-1}C^\dagger&C\\C^\dagger&G\end{pmatrix}.$$

Three blocks already equal those of $H-E$. The fourth does so if

$$S=H_{AA}-E-H_{AB}(H_{BB}-E)^{-1}H_{BA}.$$

Reversing the sign inside the inverse turns the minus sign in front of it into a plus, so $S=H_{\rm eff}(E)-E$. The matrix $L$ is triangular with unit diagonal, hence has determinant 1 and is invertible. Sylvester's law with $X=L^\dagger$ gives $n_-(H-E)=n_-(D)$. The eigenvalues of the block-diagonal $D$ are those of $S$ together with those of $G$, so

$$n_-(H-E)=n_-(H_{\rm eff}(E)-E)+n_-(H_{BB}-E),$$

and the last term is $N(H_{BB};E)$. This proves the theorem. Because $G$ has no kernel, the same factorisation gives

$$\dim\ker(H-E)=\dim\ker(H_{\rm eff}(E)-E),$$

so no degeneracy of an eigenvalue is lost in the reduction away from ${\rm spec}(H_{BB})$.

The count can be followed by hand at $E=1$ eV. The two energy denominators are $1/(1+3)=0.25$ and $1/(1-3)=-0.5$ eV$^{-1}$. In eV,

$$\begin{aligned}(H_{\rm eff})_{11}&=-1+1^2(0.25)+0.5^2(-0.5)=-0.875,\\(H_{\rm eff})_{12}&=0.3+(1)(0.5)(0.25)+(0.5)(0.8)(-0.5)=0.225,\\(H_{\rm eff})_{22}&=2+0.5^2(0.25)+0.8^2(-0.5)=1.7425.\end{aligned}$$

After subtraction of $E$ the diagonal elements are $-1.875$ and $0.7425$ eV. The determinant is $(-1.875)(0.7425)-0.225^2\approx-1.443$ eV$^2$. A negative determinant of a $2\times2$ Hermitian matrix means one eigenvalue of each sign; they are $-1.8942$ and $0.7617$ eV. Thus $n_-=1$. One eliminated level, at $-3$ eV, lies below $E$. The sum is 2, in agreement with the eigenvalues $-3.4457$ and $-0.6969$ eV of $H$.

The theorem was also tested on 600 random complex Hermitian matrices with one to five orbitals in each set, with the coupling block multiplied by 0.05, 1 or 5. The two sides, one from diagonalising $H$ and the other from the partitioned matrices, agreed in every case.

Two consequences need no further calculation. If $H_{AB}=0$, then $H_{\rm eff}=H_{AA}$ and the theorem says that the levels of two uncoupled systems are counted separately. For any coupling, $n_-$ lies between 0 and $n_A$, so

$$N(H_{BB};E)\le N(H;E)\le N(H_{BB};E)+n_A .$$

Coupling $n_A$ orbitals to a system, however strongly, cannot lower the number of states below $E$, and cannot raise it by more than $n_A$.

To see how the count changes with energy, take $E_1<E_2$ with no eigenvalue of $H_{BB}$ between or at them. For each eigenvalue $b$ of $H_{BB}$,

$$\frac1{E_2-b}-\frac1{E_1-b}=-\frac{E_2-E_1}{(E_2-b)(E_1-b)} .$$

Both factors in the denominator have the same sign, so the right side is negative. Applying this in the eigenbasis of $H_{BB}$ gives

$$v^\dagger[H_{\rm eff}(E_2)-H_{\rm eff}(E_1)]v\le0\quad\text{for every }v.$$

A subspace that is negative for $H_{\rm eff}(E_1)-c$ is then also negative for $H_{\rm eff}(E_2)-c$, whatever the real number $c$. Hence $N(H_{\rm eff}(E_2);c)\ge N(H_{\rm eff}(E_1);c)$ for all $c$, which means that each eigenvalue $\lambda_j(E)$ of $H_{\rm eff}(E)$, numbered in ascending order, satisfies

$$\lambda_j(E_2)\le\lambda_j(E_1).$$

The branch $\lambda_j(E)-E$ therefore falls by at least $E_2-E_1$. It can cross zero once at most in a pole-free window, and always downwards. Each crossing is an eigenvalue of $H$ and raises $n_-$ by one just above it.

The rate of fall also has a direct meaning. Letting $E_2\to E_1=E$ gives

$$\frac{dH_{\rm eff}}{dE}=-H_{AB}(E-H_{BB})^{-2}H_{BA}.$$

For an eigenvector of $H$ at $E$, the relation $\beta=(E-H_{BB})^{-1}H_{BA}a$ shows that

$$-a^\dagger\frac{dH_{\rm eff}}{dE}a=\beta^\dagger\beta ,$$

which, when $a$ has unit norm, is the ratio of the weight on the eliminated orbitals to that on the kept ones. A steep branch at a zero crossing thus signals a state with much of its weight outside the kept set. In the example the derivative at 1 eV has eigenvalues $-0.2840$ and $-0.0166$, both negative; the general result forbids only positive ones.

The behaviour in the opening numbers occurs at a pole. Let $b$ be an eigenvalue of $H_{BB}$ with multiplicity $m$, let $P$ project onto its eigenspace, and let $r$ be the rank of $PH_{BA}$, the number of independent combinations of kept orbitals that couple to this level. Near $b$,

$$H_{\rm eff}(E)=\frac{H_{AB}PH_{BA}}{E-b}+\text{(terms finite at }b).$$

The numerator is a non-negative matrix of rank $r$. On the $r$-dimensional space orthogonal to its kernel, the first term is large and negative just below $b$, so at least $r$ eigenvalues go to $-\infty$. On the kernel, of dimension $n_A-r$, it vanishes and the remaining terms are bounded, which stops any further eigenvalue from diverging. Above $b$ the sign is reversed, and $r$ eigenvalues come down from $+\infty$.

For the level at $b=3$ eV the numerator has one nonzero eigenvalue, $0.5^2+0.8^2=0.89$ eV$^2$. At a distance of $0.01$ eV this gives $\mp89$ eV. The finite terms, taken in the coupled direction $u=(0.5,0.8)/\sqrt{0.89}$, supply the rest. In eV, the kept block contributes

$$u^\dagger H_{AA}u=\frac{-0.25+0.24+1.28}{0.89}\approx1.43,$$

the other eliminated level contributes $(0.5+0.4)^2/[0.89\,(3+3)]\approx0.15$, and the subtraction of $E$ contributes $-3$. Their sum is $-1.42$, which leads to $-90.4$ and $+87.6$ eV. The missing negative eigenvalue has gone through infinity rather than through zero. At the same energy $N(H_{BB};E)$ has risen from 1 to 2, so the count reads $1+2=3$ below the pole and $2+1=3$ above it.

This exchange is one for one when $m=r$ and $H$ has no eigenvalue at $b$. The general rule follows from solving $(H-b)\psi=0$ with $\psi=(a,\beta)$. Acting with $P$ on the $B$ equation removes $(H_{BB}-b)\beta$ and leaves $PH_{BA}a=0$, so $a$ lies in $K=\ker(PH_{BA})$. The rest of that equation gives

$$\beta=-(H_{BB}-b)^+H_{BA}a+\beta_0,\qquad P\beta_0=\beta_0,$$

where the pseudo-inverse, marked $+$, inverts $H_{BB}-b$ outside the level and is zero on it. Substitution into the $A$ equation yields

$$Ra+H_{AB}\beta_0=0,\qquad R=H_{AA}-b-H_{AB}(H_{BB}-b)^+H_{BA}.$$

The vectors $H_{AB}\beta_0$ fill the range of $H_{AB}P=(PH_{BA})^\dagger$, which is the orthogonal complement of $K$. The component of the equation in $K$ therefore involves $a$ alone. Let $d$ be the number of its independent solutions, that is, the kernel dimension of $R$ compressed to $K$. For each solution, $Ra$ lies in the complement of $K$ and some $\beta_0$ cancels it. That $\beta_0$ is fixed up to vectors of the level with $H_{AB}\beta_0=0$, which form a space of dimension $m-r$. Altogether

$$\dim\ker(H-b)=m-r+d .$$

From just below to just above $b$, $N(H;E)$ rises by this number and $N(H_{BB};E)$ rises by $m$. Since the theorem holds on both sides, the change of $n_-$ is the difference:

$$\Delta n_-=(m-r+d)-m=d-r .$$

Numerical cases with $m=3$ confirm the rule. For $(r,d)=(1,0)$ the kernel of $H-b$ had dimension 2 and $n_-$ fell by 1. For $(1,1)$ the dimension was 3 and $n_-$ did not change, although one branch had passed through infinity: the forced zero crossing compensated it. For $(2,0)$ the dimension was 1 and $n_-$ fell by 2.

The case $r=0$ shows why the condition refers to the spectrum of $H_{BB}$ and not to visible divergences. The level is then decoupled from $A$, and $H_{\rm eff}$ stays finite as $E$ passes it, although at least $m$ eigenvalues of $H$, counted with multiplicity, sit there. The strict count can still be taken at $E=b$ with the pseudo-inverse, because $H$ splits into the isolated level, which contributes nothing strictly below $b$, and a remainder to which the theorem applies. The kernel equality fails there: the reduced matrix misses the $m$ decoupled states. At a coupled pole the formula has no value at $b$ itself, but $N(H;b)$ equals $N(H;E)$ for $E$ slightly below $b$, since a finite matrix has isolated eigenvalues.

The counting rule also measures what is lost when the energy dependence is dropped. Suppose $H_{\rm eff}$ is frozen at $E_0$ and its ordinary eigenvalues $\lambda_j(E_0)$ are used as energy levels. A true level $\varepsilon$ in the same pole-free window satisfies $\lambda_j(\varepsilon)=\varepsilon$ for some $j$. Monotonicity gives

$$\lambda_j(E_0)\ge\varepsilon\ \text{ if }\varepsilon>E_0,\qquad\lambda_j(E_0)\le\varepsilon\ \text{ if }\varepsilon<E_0 .$$

Within this window, freezing pushes levels away from $E_0$, or leaves them in place. At $E=E_0$ the frozen count, $N(H_{BB};E)+N(H_{\rm eff}(E_0);E)$, is correct by the theorem.

With $E_0=0$, the level at $1.6023$ eV moves up to $1.9117$ eV, an error of $0.31$ eV relative to the full matrix. The level at $-0.6969$ eV moves down to $-0.7917$ eV, an error of $0.09$ eV in size. Much of the larger error can be traced to the eliminated level at 3 eV. Its contribution to $(H_{\rm eff})_{22}$ is $0.64/(0-3)\approx-0.213$ eV at the freezing energy and $0.64/(1.60-3)\approx-0.457$ eV at the true level. Freezing thus omits about $0.24$ eV of downward shift in that element. At energies inside the window that lie between a true level and its frozen partner the count is wrong; a frozen level can also be pushed past an eliminated level, beyond which this need not hold. Here both frozen levels stay inside the window: at $1.7570$ eV the frozen model finds two states where there are three, and at $-0.7443$ eV it finds two where there is one.

In a crystal the theorem applies separately at each wave vector. The matrix above is the $k=0$ member of a chain with, in eV,

$$H_{AA}(k)=\begin{pmatrix}-\cos k&0.3\\0.3&1+\cos k\end{pmatrix},\qquad H_{BA}(k)=\begin{pmatrix}1&0.5\\0.5&0.4(1+e^{ik})\end{pmatrix},$$

where $k$ is the phase per cell and the eliminated levels stay at $-3$ and $3$ eV. Averaging the count over $k$ gives the number of states per cell and spin below $E$. For $E=1.2$ eV and 200 equally spaced points, $k_j=2\pi(j+\tfrac12)/200$ with $j=0,\dots,199$, the eliminated block contributes 1.000 and the negative eigenvalues of $H_{\rm eff}(E,k)-E$ contribute 1.490. The sum, 2.490, equals the result of diagonalising the four-orbital matrix on the same mesh, and the integer counts agree at every point. By the theorem the agreement holds on any mesh, because $1.2$ eV is not an eliminated level at any $k$. The averages themselves shift slightly with the mesh: with 40000 points the full count is 2.494 and the frozen count described below is 2.277.

The contribution of 1.000 is easily misplaced. It does not say that one band below $1.2$ eV consists purely of the orbital $b_1$, since the coupling mixes all four orbitals. At each wave vector the theorem divides the number of states into two integers; it does not divide their weight between the two sets.

The frozen model with $E_0=0$ gives 2.270 states on this mesh, too few by 0.220, or about 9% of the full count. The sign follows from monotonicity. Both energies lie between the flat eliminated levels at every $k$, so $H_{\rm eff}(E,k)$ has at least as many eigenvalues below $E=1.2$ eV as the matrix frozen at the lower energy $E_0$. If this energy were used as a Fermi level at zero temperature, the frozen model would hold too few electrons.

The result is an identity for a given finite Hermitian matrix, and it inherits whatever that matrix leaves out, such as interactions or further orbitals. Orthonormality, by contrast, can be relaxed. For a positive definite overlap matrix $O$ the levels solve $H\psi=EO\psi$. Since

$$H-EO=O^{1/2}\big(O^{-1/2}HO^{-1/2}-E\big)O^{1/2},$$

Sylvester's law shows that $n_-(H-EO)$ counts the levels below $E$. The block factorisation then applies with $G=H_{BB}-EO_{BB}$ and $C=H_{AB}-EO_{AB}$, and the reduced matrix is

$$S=H_{AA}-EO_{AA}-CG^{-1}C^\dagger .$$

The eliminated count becomes $n_-(G)$, and the excluded energies are those at which $G$ is singular. Hermiticity cannot be given up in the same way: a non-Hermitian matrix may have complex eigenvalues, for which "below $E$" has no meaning, and the argument from the sign of $v^\dagger Mv$ is lost. The count can fail even when all eigenvalues are real. The matrix

$$\begin{pmatrix}3&3.5\\-1&-1\end{pmatrix}$$

has the positive eigenvalues $1\pm1/\sqrt2$. Eliminating its second orbital at $E=0$ leaves $3-(3.5)(-1)/(-1)=-0.5$, and the eliminated element is $-1$, so the formula would count two negative eigenvalues where there are none.

## Calculated quantities

```
Chain model, energies in eV, k in radians
hop 0.5, mix 0.3, offset 1.0
eliminated levels -3.0, 3.0
couplings c11 1.0, c12 0.5, c21 0.5, c22 0.4
H at k=0 (order a1 a2 b1 b2), eV:
   -1.000   0.300   1.000   0.500
    0.300   2.000   0.500   0.800
    1.000   0.500  -3.000   0.000
    0.500   0.800   0.000   3.000
eigenvalues of H, eV: -3.4457 -0.6969 1.6023 3.5404
Hand example at E = 1.0 eV:
  1/(E-b1), 1/(E-b2) = 0.2500, -0.5000 1/eV
  H_eff 11, 12, 22 = -0.8750, 0.2250, 1.7425 eV
  eigenvalues of H_eff-E = -1.8942, 0.7617 eV
E(eV) | eig of H_eff-E (eV) | N_B + n_minus = sum | direct
 -4.00 |     1.946     5.676 | 0 + 0 = 0 | 0
 -3.20 |    -3.535     4.541 | 0 + 1 = 1 | 1
 -3.01 |  -122.271     4.143 | 0 + 1 = 1 | 1
 -2.99 |     4.096   127.736 | 1 + 0 = 1 | 1
 -2.00 |     1.733     4.339 | 1 + 0 = 1 | 1
  1.00 |    -1.894     0.762 | 1 + 1 = 2 | 2
  2.50 |    -3.896    -1.657 | 1 + 2 = 3 | 3
  2.99 |   -90.426    -3.346 | 1 + 2 = 3 | 3
  3.01 |    -3.394    87.582 | 2 + 1 = 3 | 3
  3.20 |    -3.765     3.017 | 2 + 1 = 3 | 3
  4.00 |    -4.779    -1.152 | 2 + 2 = 4 | 4
eigenvalues of dH_eff/dE at 1 eV: -0.2840, -0.0166
H_eff frozen at E0 = 0.0 eV:
  true -0.6969, frozen -0.7917 eV; at -0.7443 eV count 2, true 1
  true 1.6023, frozen 1.9117 eV; at 1.7570 eV count 2, true 3
States per cell and spin below 1.2 eV, 200 k points:
  N_B 1.000, n_minus 1.490, sum 2.490
  direct 2.490, frozen at E0 2.270
Pole of multiplicity m = 3: r, d, dim ker(H-b), change of n_minus
  0, 0, 3, 0
  1, 0, 2, -1
  1, 1, 3, 0
  2, 0, 1, -2
random matrices tested: 600
```
